Choosing the pulse length that minimizes mean write-verify time

A magnetic memory cell is written with a 6.88 ns pulse and then read back for 10 ns. The pulse fails in 5.6 % of attempts, and each failure costs another pulse and another read. Yet in the model below no other pulse length gives a shorter mean time to a verified write. The minimum is 17.88 ns: one pulse, one read and exactly 1 ns more. That last nanosecond is the decay time of the write error.

**Scheme and assumptions**

One attempt consists of a pulse of length t and a verify step of duration t_v, which includes the read, the decision and all overhead. If the verify step finds the old state, the attempt is repeated. The single-pulse write error is

w(t) = 1 for t ≤ t₀,
w(t) = exp[−(t − t₀)/τ] for t > t₀,

where t₀ is the incubation delay and τ > 0 the decay time. Pulse amplitude is fixed, so t₀ and τ are constants.

The model treats one bit that must flip. Attempts are independent, verify makes no mistakes, and retries are unlimited. The example uses t₀ = 4 ns, τ = 1 ns and t_v = 10 ns.

**Mean time**

The first attempt is always made and takes t + t_v. With probability w it fails, and the process starts afresh with the same mean time T still ahead. Therefore

T = t + t_v + wT,
T(t) = (t + t_v)/(1 − w).

The number of attempts N is geometric, P(N = k) = w^(k−1)(1 − w), with mean 1/(1 − w). Its spread follows from

E[N(N − 1)] = (1 − w)w Σ k(k − 1)w^(k−2) = 2w/(1 − w)²,

because the sum is the second derivative of 1/(1 − w). Then

Var N = 2w/(1 − w)² + 1/(1 − w) − 1/(1 − w)² = w/(1 − w)²,

and the standard deviation of the write time is (t + t_v)√w/(1 − w).

**Stationarity equation**

For t > t₀ we have w′ = −w/τ. Differentiating T = t + t_v + wT gives

T′ = 1 − wT/τ + wT′,
(1 − w)T′ = 1 − wT/τ.

The right side is a balance. Lengthening the pulse by dt costs dt in the present attempt. It lowers the chance of failure by w dt/τ, and each failure avoided saves a time T. At the optimum the two are equal, so wT = τ: the mean time spent on retries equals one decay time.

To find the optimum, define

x = (t − t₀)/τ, a = (t₀ + t_v)/τ.

Then t + t_v = τ(x + a) and w = e^(−x). Inserting T = τ(x + a)/(1 − w) gives

(1 − w)T′ = [1 − w − w(x + a)]/(1 − w) = e^(−x)F(x)/(1 − w),
F(x) = e^x − 1 − x − a.

All other factors are positive, so T′ has the sign of F. For a > 0, F(0) = −a is negative, F′ = e^x − 1 is positive for x > 0, and F grows without bound. There is one positive root x*. T falls before it and rises after it, so it is the global minimum.

At the root, x* + a = e^(x*) − 1. Hence

T* = τ(e^(x*) − 1)/(1 − e^(−x*)) = τe^(x*),
T* = τ(1 + x* + a) = t* + t_v + τ,
w* = e^(−x*) = τ/T*.

**Two limits**

If t₀ + t_v is much longer than τ, write the root condition as x = ln(1 + a + x). To leading orders,

x* ≈ ln a + (1 + ln a)/a.

The best error is then roughly 1/a. An expensive attempt deserves a longer pulse, but the part of the pulse beyond t₀ grows only logarithmically with the cost.

If a is small, expand F = 0 as x²/2 + x³/6 = a. The first term gives x = √(2a). Setting x = √(2a) − d, the terms of order a^(3/2) require √(2a)d = (2a)^(3/2)/6, so d = a/3 and

x* ≈ √(2a) − a/3.

Attempts are now cheap compared with τ, and many short pulses are best. If t₀ and t_v both vanish, T approaches its lower limit τ as t → 0 but no pulse attains it. A finite incubation delay removes this case even when verification is free, because every retry must pay the delay again.

**Newton iteration**

The update is

x_(k+1) = x_k − F(x_k)/(e^(x_k) − 1).

A safe start comes from two inequalities. Since e^x − 1 − x ≥ x²/2 for x ≥ 0, the root obeys x* ≤ √(2a). Putting this bound into x* = ln(1 + a + x*) gives

x* ≤ x₀ = ln(1 + a + √(2a)).

F is convex, so its tangent at x_k lies below it:

0 = F(x*) ≥ F(x_k) + F′(x_k)(x* − x_k).

Dividing by F′(x_k) > 0 gives x* ≤ x_(k+1). The iterates never pass below the root. Since F(x_k) ≥ 0 there, they never increase either. A decreasing sequence bounded below converges, and its limit must have F = 0.

The tangent at the root supplies an error bound:

F(x_k) ≥ F′(x*)(x_k − x*), F′(x*) = a + x* ≥ a,
0 ≤ x_k − x* ≤ F(x_k)/a.

For the speed, let e_k = x_k − x*. Taylor's theorem about x_k gives, for some ξ between x* and x_k,

0 = F(x_k) − F′(x_k)e_k + e^ξ e_k²/2.

Solving for F(x_k)/F′(x_k) and subtracting it from e_k leaves

e_(k+1) = e^ξ e_k²/[2(e^(x_k) − 1)],

which tends to e_k²/[2(1 − w*)] near the root. Convergence is quadratic.

**Pseudocode**

The tolerance tol is an allowed error of the pulse length, in the same unit as τ. The function expm1(x) returns e^x − 1 without cancellation at small x.

    input t0, tau, tv, tol
    require tau > 0, t0 ≥ 0, tv ≥ 0, t0 + tv > 0
    a ← (t0 + tv)/tau
    x ← ln(1 + a + sqrt(2a))
    repeat at most 50 times
        g ← expm1(x)
        F ← g − x − a
        if |F| ≤ a·tol/tau
            t ← t0 + tau·x
            w ← exp(−x)
            return t, w, (t + tv)/(1 − w)
        x ← x − F/g
    report failure

If the hardware offers discrete pulse lengths, evaluate T at the two settings on either side of t* and keep the smaller. This suffices because T falls before t* and rises after it. If the longest available pulse is shorter than t*, use the longest; if it does not exceed t₀, the model gives no finite write time.

**The example, its cost and its stability**

Here a = (4 + 10)/1 = 14 and x₀ = ln(15 + √28) = 3.0102. The iterates, their errors and the bounds F/a are

k = 0: 3.010202, error 1.3×10⁻¹, bound 1.6×10⁻¹
k = 1: 2.891948, error 8.0×10⁻³, bound 9.7×10⁻³
k = 2: 2.883935, error 3.4×10⁻⁵, bound 4.1×10⁻⁵
k = 3: 2.883901, error 6.2×10⁻¹⁰, bound 7.5×10⁻¹⁰

With tol = 0.001 ns the routine stops after two updates. Each pass needs one exponential, and storage is constant.

The result is

t* = 4 + 2.884 = 6.884 ns,
w* = e^(−2.884) = 0.0559,
T* = 6.884 + 10 + 1 = 17.884 ns.

The mean number of attempts is 1/(1 − 0.0559) = 1.0592, and 1.0592 × 16.884 ns returns the same mean.

The start matters. At x = 0.1 the slope is about 0.105 while F is about −14, so the first step overshoots by more than 130. Far to the right F/F′ is close to 1, and the iteration walks back about one unit per step. It needs 136 steps to reach double-precision accuracy, against 4 from the safe start; in each case one further step confirms convergence. A start at 0.01 would jump to about 1400, where e^x overflows in double precision.

For small a, subtracting x from expm1(x) leaves a rounding error of order u√(2a) in F, where u is the unit round-off. The stopping threshold is a·tol/τ, so tol/τ must stay well above u√(2/a).

**How flat is the minimum?**

Differentiate (1 − w)T′ = 1 − wT/τ once more and set T′ = 0:

(1 − w*)T″ = w*T*/τ² = 1/τ,
T″(t*) = 1/[τ(1 − w*)].

A small pulse error δ therefore costs about δ²/[2τ(1 − w*)]. For δ = ±0.5 ns this is 0.132 ns. The full formula gives 0.164 ns for the shorter pulse and 0.110 ns for the longer one. The asymmetry has a plain origin: T diverges as t falls to t₀, whereas for long pulses its slope tends to 1. When t₀ is uncertain, erring towards a longer pulse is cheaper in this example.

When w* is small, as here, the verify time has little influence on the pulse. Differentiating F = 0 gives dx*/da = 1/(e^(x*) − 1), so

dt*/dt_v = w*/(1 − w*), dT*/dt_v = 1/(1 − w*).

With t₀ and τ held fixed, doubling t_v from 10 to 20 ns moves t* from 6.88 to 7.34 ns, while T* rises from 17.88 to 28.34 ns.

**Monte Carlo simulation**

The simulation does not use the formula for T. For each pulse it draws a switching time t₀ + τE, where E is exponentially distributed with mean 1. The attempt succeeds if this time does not exceed t; otherwise t + t_v is added and a new time is drawn. Runs of 400,000 writes gave

t = 5.884 ns: 18.748 ± 0.012 ns, formula 18.731 ns
t = 6.884 ns: 17.887 ± 0.007 ns, formula 17.884 ns
t = 7.884 ns: 18.258 ± 0.004 ns, formula 18.260 ns

The uncertainties are one standard error, and the largest deviation is 1.4 of them. At the optimum a single write has a simulated standard deviation of 4.24 ns, against 4.23 ns from the formula.

The simulation locates the minimum less sharply than it gives the mean. An uncertainty of 0.007 ns in T corresponds, through the curvature, to a pulse shift of √(2 × 0.007/1.06) ≈ 0.11 ns. Newton iteration supplies the digits; the simulation confirms the renewal argument. It shares the assumed error law and cannot test it.

**Where the delay comes from**

In a macrospin model, the magnetization starts at a small thermal angle θ from its axis, and spin torque amplifies that angle. Let α be the damping, γ the gyromagnetic ratio, B_k the anisotropy field, i > 1 the current divided by its critical value, and Δ the energy barrier divided by k_BT. For α ≪ 1, and in a frame that turns with the precession, each of the two transverse components grows at the rate

1/(2τ) = αγB_k(i − 1).

Without current it relaxes at the rate 1/(2τ_r) = αγB_k, so τ = τ_r/(i − 1).

The energy Δk_BTθ² gives each component the equilibrium variance 1/(2Δ). Balancing relaxation against noise requires a noise input q = 1/(2Δτ_r). During the pulse, with the same noise, the variance v obeys

dv/dt = v/τ + q,
v = [1/(2Δ)]{[i/(i − 1)]e^(t/τ) − 1/(i − 1)}.

Drop the last term, which is negligible once e^(t/τ) is large. Count a write as failed if θ is below a critical angle θ_c when the pulse ends. For two Gaussian components this has probability

w = 1 − exp[−θ_c²/(2v)] = 1 − exp(−e^(−x)),
t₀ = τ ln[Δθ_c²(i − 1)/i].

For large x this becomes e^(−x), the assumed law. In this model the delay is the time needed to amplify a thermal angle to a critical one. Larger cells can instead reverse by nucleation and domain-wall motion, which the macrospin leaves out.

Taking α = 0.01, B_k = 0.3 T, i = 2, Δ = 60 and θ_c = π/2 gives τ = 0.95 ns and t₀ = 4.1 ns. The choice θ_c = π/2 stretches the small-angle equation beyond its range, so t₀ is only an estimate: with the full angular dependence of the torque, the same macrospin has a delay of about 3.7 ns.

A time-stepped simulation of the linear noisy equation with 20,000 paths gave w = 0.129 at x = 2. The smooth law gives 0.127 and the pure exponential 0.135. Minimizing T with the smooth law on a grid of 0.001 ns moves the best pulse to 6.82 ns. Keeping 6.88 ns then costs 0.002 ns.

To obtain t₀ and τ from measured errors, plot ln[−ln(1 − w)] against t. Under the smooth law this is the straight line −(t − t₀)/τ.

**Failure modes**

*A word written in parallel.* Suppose n bits must flip, only failed bits are pulsed again, and the word waits for its slowest bit. After k rounds all bits are correct with probability (1 − w^k)^n. The mean number of rounds is the sum over k ≥ 0 of the probability that more than k are needed:

R = Σ [1 − (1 − w^k)^n].

For n = 64 the single-bit pulse gives a mean of 36.6 ns. A grid search on (t + t_v)R finds the best pulse at 11.11 ns, with a mean of 22.19 ns. For small nw the first-round word error is about nw, which acts like a delay longer by τ ln n = 4.2 ns. This accounts for the size of the shift. At the new optimum a bit fails with probability e^(−7.11) = 8×10⁻⁴, but the word still fails its first round about 5 % of the time.

*Slow cells.* Let t₀ and τ share a scale factor spread uniformly from 0.8 to 1.2 across the cells. Averaging T by Gauss–Legendre quadrature puts the best common pulse at 7.10 ns, with a mean of 18.15 ns; keeping 6.88 ns costs another 0.03 ns. No cell in this range has a delay above 4.8 ns. In the sharp-delay model, a slower cell with t₀ above the pulse length would never write. Retries should therefore be capped, and later ones may need a longer pulse.

*Retry cap.* For a cell with the nominal t₀ and τ, eight attempts bring w*^8 below 10⁻⁹, with a longest write of 8 × 16.88 = 135 ns. One unverified pulse would need 4 + ln(10⁹) = 24.7 ns for the same error, provided the exponential law holds down to that level, which must be measured for a real cell. An unverified pulse of 17.88 ns, equal to the mean write-verify time, has an error of 9×10⁻⁷. If a larger error is acceptable, a single pulse takes less time than this mean. With the cell spread described above, the average error after eight pulses of 6.88 ns is 6×10⁻⁸, and eleven attempts are needed to bring it below 10⁻⁹. The slowest cell of the range is then still at 5×10⁻⁹ and needs twelve.

*False acceptance.* If verify passes a bad bit with independent probability ε, the final error f obeys f = wε + w(1 − ε)f, hence

f = wε/[1 − w(1 − ε)].

For ε = 10⁻⁶ this is 5.9×10⁻⁸, well above 10⁻⁹. More retries cannot remove it.

*Memory between attempts.* With no torque during verify, the macrospin relaxes as tan θ ∝ e^(−t/(2τ_r)). A cell left at 45° retains, after 10 ns, a squared angle of 0.0015 times the thermal mean 1/Δ. Failed cells are spread up to 90°, however, and those near 90° need longer. In the Fokker–Planck equation of the full macrospin above, at its best pulse of 6.3 ns, the first attempt fails with probability 0.056. A retry fails with 0.053 after a 10 ns verify and with 0.007 after a 2 ns verify. The leftover angle helps the retry, so independence is a fair approximation here and a poor one for a short verify step. A disturbing read current also weakens it.

*Temperature.* If Δ varies as 1/T_K, where T_K is the absolute temperature, and τ stays fixed, cooling from 300 K to 233 K lengthens t₀ by τ ln(300/233) = 0.25 ns. Keeping the old pulse then costs 0.04 ns over retuning. This covers only the change of Δ. In a real cell the anisotropy and the critical current also change with temperature, so at fixed amplitude i and τ shift as well.

*Barrier wear.* The mean stress time is t*/(1 − w*) = 7.29 ns per write, or 7.3×10³ s in 10¹² writes. At 0.5 V across 1 nm the field is 5 MV/cm. For an assumed Weibull life of 10⁷ s with shape 1.5, a fraction 2×10⁻⁵ of barriers would break. This illustrates the calculation and does not predict a product's life.

**Relation to a real memory**

The example's values are rough typical ones for a perpendicular CoFeB/MgO spin-torque cell; designs differ in current, cell size and read circuit. Of the departures computed here, parallel writing matters most: it moves the best pulse from 6.9 to 11.1 ns. Self-heating and back-hopping, in which a switched cell returns to its old state during the pulse, are left out. Back-hopping can make w rise again at long pulses. If it already changes w near t*, the equation F = 0 no longer gives the exact optimum. If w later falls once more, T may have several minima. In either case the measured w(t) should be searched directly.
